# Matrix elements between nonorthogonal Slater determinants by singular value pairing, part 1

(Sections cited here and not found follow in the later parts.)

## The theorem

Two Slater determinants built from mutually nonorthogonal orbitals obey rules as short as the Slater–Condon rules once each orbital set has been rotated so that the overlap matrix between the sets is diagonal. The number $m$ of vanishing diagonal overlaps then plays the part of the excitation level. Hartree atomic units are used throughout.

**Conventions.** A spin orbital is a function of $x=(\mathbf r,\text{spin})$. For $N$ spin orbitals $a_1,\dots,a_N$ the determinant is

$$|A\rangle=|a_1\cdots a_N|=\frac{1}{\sqrt{N!}}\sum_{P}\operatorname{sgn}P\;a_{P1}(x_1)\,a_{P2}(x_2)\cdots a_{PN}(x_N),\tag{1}$$

where $P$ runs over the $N!$ permutations of $1,\dots,N$, and $|B\rangle=|b_1\cdots b_N|$ is defined in the same way. The orbitals may be complex. No orthogonality or normalization is assumed, either within a set or between the sets. The $N\times N$ overlap matrix between the sets is $S_{ij}=\langle a_i|b_j\rangle$. The operators are

$$\hat h=\sum_{k}h(k),\qquad \hat g=\sum_{k<l}g(k,l),\qquad g(k,l)=g(l,k).$$

They need not be Hermitian. Two-electron integrals are $\langle pq|rs\rangle=\iint p^*(x_1)q^*(x_2)\,g(1,2)\,r(x_1)s(x_2)\,dx_1dx_2$ and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The Hamiltonian is $\hat H=E_{\rm nuc}+\hat h+\hat g$, with $h$ the kinetic energy plus nuclear attraction and $g=1/r_{12}$.

For one-electron operators of rank one, define

$$\operatorname{tr}\big(h\,|b\rangle\langle a|\big)=\langle a|h|b\rangle,\qquad G\big(|b\rangle\langle a|,\;|b'\rangle\langle a'|\big)=\langle aa'\|bb'\rangle,\tag{2}$$

and extend both to sums of such operators by linearity in each argument. In an orthonormal one-electron basis the operator $X=|b\rangle\langle a|$ has elements $X_{rp}=b_ra_p^*$, so $G(X,Y)=\sum_{pqrs}\langle pq\|rs\rangle X_{rp}Y_{sq}$. This shows that $G$ depends only on the operators $X$ and $Y$, not on how they are written as sums of rank-one pieces.

**Theorem.** Let $S=U\operatorname{diag}(s_1,\dots,s_N)V^\dagger$ be a singular value decomposition, with $U,V$ unitary and $s_i\ge0$. Define the paired orbitals and the phase

$$\tilde a_i=\sum_j a_jU_{ji},\qquad \tilde b_i=\sum_j b_jV_{ji},\qquad \eta=\det U\,(\det V)^*.\tag{3}$$

(a) For every set of singular values, with $\tilde h_{ii}=\langle\tilde a_i|h|\tilde b_i\rangle$,

$$\langle A|B\rangle=\eta\prod_k s_k,\tag{4}$$

$$\langle A|\hat h|B\rangle=\eta\sum_i\tilde h_{ii}\prod_{k\ne i}s_k,\tag{5}$$

$$\langle A|\hat g|B\rangle=\eta\sum_{i<j}\langle\tilde a_i\tilde a_j\|\tilde b_i\tilde b_j\rangle\prod_{k\ne i,j}s_k.\tag{6}$$

(b) Let $m$ of the $s_i$ be zero, with indices $z_1,\dots,z_m$. Define the reduced overlap, the weighted co-density and the zero-pair operators

$$\tilde S=\eta\prod_{s_i>0}s_i,\qquad W=\sum_{s_i>0}\frac{|\tilde b_i\rangle\langle\tilde a_i|}{s_i},\qquad P_n=|\tilde b_{z_n}\rangle\langle\tilde a_{z_n}|.\tag{7}$$

Then

| $m$ | $\langle A\vert B\rangle$ | $\langle A\vert\hat h\vert B\rangle$ | $\langle A\vert\hat g\vert B\rangle$ |
|---|---|---|---|
| 0 | $\tilde S$ | $\tilde S\operatorname{tr}hW$ | $\tfrac12\tilde S\,G(W,W)$ |
| 1 | 0 | $\tilde S\operatorname{tr}hP_1$ | $\tilde S\,G(P_1,W)$ |
| 2 | 0 | 0 | $\tilde S\,G(P_1,P_2)$ |
| $\ge3$ | 0 | 0 | 0 |

(c) If the orbitals are expanded in $M$ basis functions whose integrals are at hand, one Hamiltonian element costs $O(N^3+NM^2+M^4)$ operations.

Part (c) is a statement about one pair of determinants. It removes the factorial from each matrix element. It does not limit the number of determinants that a valence-bond or nonorthogonal CI wavefunction contains, and that number can grow exponentially with the number of electrons.

## Lemma 1: one sum over permutations

**Lemma 1.** If $\hat O$ is unchanged by any relabelling of the electrons, then

$$\langle A|\hat O|B\rangle=\sum_P\operatorname{sgn}P\;\big\langle a_1(1)\cdots a_N(N)\big|\hat O\big|b_{P1}(1)\cdots b_{PN}(N)\big\rangle.\tag{8}$$

*Proof.* Inserting (1) for bra and ket gives $(N!)^2$ terms,

$$\langle A|\hat O|B\rangle=\frac1{N!}\sum_{Q}\sum_{R}\operatorname{sgn}Q\operatorname{sgn}R\int\prod_ka^*_{Qk}(x_k)\;\hat O\prod_kb_{Rk}(x_k)\;dx_1\cdots dx_N.$$

In the term $(Q,R)$ rename the integration variable $x_k$ as $x_{Qk}$. A renaming of dummy variables does not change the integral, and $\hat O$ keeps its form by assumption. The bra product becomes $\prod_ka^*_{Qk}(x_{Qk})=\prod_ia^*_i(x_i)$, because $i=Qk$ runs over all indices once. The ket product becomes $\prod_kb_{Rk}(x_{Qk})=\prod_ib_{RQ^{-1}i}(x_i)$. Set $P=RQ^{-1}$. The sign is multiplicative and $\operatorname{sgn}Q^{-1}=\operatorname{sgn}Q$, so $\operatorname{sgn}P=\operatorname{sgn}Q\operatorname{sgn}R$. For fixed $Q$, $P$ runs once over all permutations as $R$ does. The summand no longer depends on $Q$, so the sum over $Q$ gives $N!$ equal copies, which cancel the prefactor. $\square$

With $\hat O=1$ the integral factorizes, and (8) becomes

$$\langle A|B\rangle=\sum_P\operatorname{sgn}P\prod_iS_{i,Pi}=\det S.\tag{9}$$

*Remark.* Equation (8) suggests a factorial cost. With orthonormal orbitals nearly all of its $N!$ terms contain a zero overlap, and with general orbitals none does. Equation (9) already shows the flaw in the inference: a sum of $N!$ nonzero terms can be a determinant, and Gaussian elimination evaluates a determinant in $O(N^3)$ steps.

## Lemma 2: mixing the orbitals of one determinant

**Lemma 2.** For any $N\times N$ matrix $X$ and $a'_i=\sum_ja_jX_{ji}$, one has $|a'_1\cdots a'_N|=\det X\;|a_1\cdots a_N|$.

*Proof.* Each term of (1) contains each orbital once, so the determinant is linear in each orbital separately:

$$|a'_1\cdots a'_N|=\sum_{j_1}\cdots\sum_{j_N}X_{j_11}\cdots X_{j_NN}\;|a_{j_1}\cdots a_{j_N}|.$$

Exchanging two orbitals in (1) composes every $P$ with a transposition and so reverses the overall sign. A determinant with a repeated orbital is therefore equal to its own negative and vanishes. Only index strings without repetition remain, and these are permutations, $j_i=Pi$. Sorting such a string back into order gives $|a_{P1}\cdots a_{PN}|=\operatorname{sgn}P\,|a_1\cdots a_N|$. What multiplies $|a_1\cdots a_N|$ is $\sum_P\operatorname{sgn}P\prod_iX_{Pi,i}=\det X$. $\square$

*Remark.* A determinant represents the subspace spanned by its orbitals, up to a scalar. This rule rests on fermion antisymmetry, which enters again below through the sign of the exchange term in (6). For bosons the sign in (1) is absent, strings with repeated indices survive, and the overlap is the permanent of $S$, which has no such rule. A $2\times2$ case shows it. Let $X$ be the rotation with rows $(\cos\theta,-\sin\theta)$ and $(\sin\theta,\cos\theta)$ and let $S=X^\dagger$. Then $\operatorname{perm}S=\cos^2\theta-\sin^2\theta$, which is zero at $\theta=\pi/4$, while $\operatorname{perm}(SX)=\operatorname{perm}\mathbb 1=1$. No factor $f(X)$ can satisfy $\operatorname{perm}(SX)=f(X)\operatorname{perm}S$, and the theorem fails for bosons.

## Lemma 3: pairing

**Lemma 3.** Every complex $N\times N$ matrix $S$, singular or not, can be written $S=U\operatorname{diag}(s)V^\dagger$ with $U,V$ unitary and $s_i\ge0$. The orbitals (3) satisfy

$$\langle\tilde a_i|\tilde b_j\rangle=s_i\delta_{ij},\tag{10}$$

and for any operator $\langle A|\hat O|B\rangle=\eta\,\langle\tilde A|\hat O|\tilde B\rangle$, where $|\tilde A\rangle$ and $|\tilde B\rangle$ are the determinants of the paired orbitals.

*Proof.* The matrix $S^\dagger S$ is Hermitian, so it has orthonormal eigenvectors $v_1,\dots,v_N$ with real eigenvalues $\lambda_i$. Since $\lambda_i=v_i^\dagger S^\dagger Sv_i=\|Sv_i\|^2\ge0$, one may set $s_i=\sqrt{\lambda_i}$. For $s_i>0$ define $u_i=Sv_i/s_i$. For two such indices,

$$u_i^\dagger u_j=\frac{v_i^\dagger S^\dagger Sv_j}{s_is_j}=\frac{s_j^2\,\delta_{ij}}{s_is_j}=\delta_{ij}.$$

For $s_i=0$ the norm $\|Sv_i\|$ vanishes, so $Sv_i=0$. For these $m$ indices choose $u_i$ as any orthonormal basis of the $m$-dimensional orthogonal complement of the $u_j$ already built. Then $Sv_i=s_iu_i$ holds for every $i$. With $u_i$ and $v_i$ as the columns of $U$ and $V$ this reads $SV=U\operatorname{diag}(s)$, and multiplication by $V^\dagger$ from the right gives the decomposition.

The bra is antilinear, so $\langle\tilde a_i|\tilde b_j\rangle=\sum_{kl}U_{ki}^*S_{kl}V_{lj}=(U^\dagger SV)_{ij}=s_i\delta_{ij}$.

By Lemma 2, $|\tilde A\rangle=\det U\,|A\rangle$ and $|\tilde B\rangle=\det V\,|B\rangle$. Hence $\langle\tilde A|\hat O|\tilde B\rangle=(\det U)^*\det V\,\langle A|\hat O|B\rangle$. The determinant of a unitary matrix has modulus one, so the inverse of $(\det U)^*\det V$ is its complex conjugate, $\det U(\det V)^*=\eta$. $\square$

*Remark on the phase.* For real orbitals, with $U$ and $V$ chosen real, $\eta=\pm1$. The singular values carry no sign, so the sign of a nonzero overlap is $\eta$, and $\eta$ multiplies every other element, whose sign depends on the integrals as well. If it is omitted, the omission goes unnoticed in diagonal elements. It also goes unnoticed in a problem with only two determinants when the element 10 is copied from the element 01, since a common sign of $S_{01}$ and $H_{01}$ can be absorbed in a coefficient. For $m\ge1$ two separate decompositions can give 01 and 10 opposite signs if $\eta$ is left out. With three or more determinants the signs around a closed loop of couplings matter. If the product of the omitted signs around some loop is $-1$, no change of sign of the coefficients absorbs them, and the eigenvalues in general change. If every such product is $+1$, as in the three-determinant example below, where $\eta_{01}=\eta_{02}=-1$ and $\eta_{12}=+1$, they do not.

*Remark on geometry.* Suppose each set is linearly independent. The number of zeros is $m=N-\operatorname{rank}S$. An invertible mixing of either set multiplies $S$ by an invertible matrix and keeps the rank, so $m$ belongs to the two occupied subspaces and not to the orbitals chosen in them. If each set is orthonormal within itself, the unitary mixing keeps it so, and the Cauchy–Schwarz inequality gives $s_i=\langle\tilde a_i|\tilde b_i\rangle\le1$. The $s_i$ are then the cosines of the principal angles between the subspaces. Equality $s_i=1$ means $\tilde a_i=\tilde b_i$, a direction common to both. At the other end, $s_z=0$ together with (10) means that $\tilde a_z$ is orthogonal to the whole occupied space of $B$, and $\tilde b_z$ to the whole occupied space of $A$. The construction is known as Löwdin pairing, and the paired orbitals as corresponding orbitals.

## Proof of part (a)

Apply Lemma 1 to $|\tilde A\rangle$ and $|\tilde B\rangle$ and multiply by $\eta$. An electron $k$ on which the operator does not act contributes the factor $\langle\tilde a_k|\tilde b_{Pk}\rangle=s_k\delta_{k,Pk}$. A permutation therefore contributes only if it leaves every such $k$ fixed.

*Overlap.* All electrons are spectators, only the identity survives, and it gives $\prod_ks_k$. This is (4). It agrees with (9), since $\det S=\det U\prod_ks_k\,\det V^\dagger$ and $\det V^\dagger=(\det V)^*$.

*One-electron operator.* The term $h(i)$ gives

$$\sum_P\operatorname{sgn}P\;\langle\tilde a_i|h|\tilde b_{Pi}\rangle\prod_{k\ne i}s_k\delta_{k,Pk}.$$

A permutation that fixes $N-1$ indices has only the value $i$ left for $Pi$, so it is the identity, with sign $+1$. The term equals $\tilde h_{ii}\prod_{k\ne i}s_k$, and the sum over $i$ gives (5).

*Two-electron operator.* The term $g(i,j)$ with $i<j$ gives

$$\sum_P\operatorname{sgn}P\;\langle\tilde a_i\tilde a_j|\tilde b_{Pi}\tilde b_{Pj}\rangle\prod_{k\ne i,j}s_k\delta_{k,Pk}.$$

The permutations that fix all $k\ne i,j$ are the identity, with sign $+1$ and integral $\langle\tilde a_i\tilde a_j|\tilde b_i\tilde b_j\rangle$, and the transposition of $i$ and $j$, with sign $-1$ and integral $\langle\tilde a_i\tilde a_j|\tilde b_j\tilde b_i\rangle$. Their sum is $\langle\tilde a_i\tilde a_j\|\tilde b_i\tilde b_j\rangle$, and the sum over pairs gives (6). $\square$

No singular value has been divided by, so (4)–(6) hold whatever the rank of $S$. Of the $N!$ permutations, one or two survive for each term of the operator.

## Proof of part (b)

Each term of (4)–(6) carries a product of singular values with zero, one or two indices omitted. The term survives only if the omitted indices include all of $z_1,\dots,z_m$, since otherwise a zero factor remains. Write $I_{ij}=\langle\tilde a_i\tilde a_j\|\tilde b_i\tilde b_j\rangle$. Two properties are needed. First, $I_{ii}=\langle\tilde a_i\tilde a_i|\tilde b_i\tilde b_i\rangle-\langle\tilde a_i\tilde a_i|\tilde b_i\tilde b_i\rangle=0$. Second, $I_{ij}=I_{ji}$, because exchanging the names of $x_1$ and $x_2$ and using $g(1,2)=g(2,1)$ gives $\langle pq|rs\rangle=\langle qp|sr\rangle$ for both integrals.

*No zero.* Here $\tilde S=\eta\prod_ks_k$ is the overlap itself. Since every $s_i>0$, $\eta\prod_{k\ne i}s_k=\tilde S/s_i$ and $\eta\prod_{k\ne i,j}s_k=\tilde S/(s_is_j)$. Equation (5) becomes $\tilde S\sum_i\tilde h_{ii}/s_i$, which is $\tilde S\operatorname{tr}hW$ by (2) and (7). For (6), the symmetry of $I_{ij}$ turns the sum over $i<j$ into half the sum over $i\ne j$, and $I_{ii}=0$ allows the diagonal terms to be added:

$$\langle A|\hat g|B\rangle=\tilde S\sum_{i<j}\frac{I_{ij}}{s_is_j}=\frac{\tilde S}{2}\sum_{i,j}\frac{I_{ij}}{s_is_j}=\frac{\tilde S}2\,G(W,W).$$

The last step is the bilinearity of $G$.

*One zero, at index $z$.* The product (4) contains $s_z$ and vanishes. In (5) only $i=z$ omits $s_z$, and $\eta\prod_{k\ne z}s_k=\tilde S$, so the element is $\tilde S\,\tilde h_{zz}=\tilde S\operatorname{tr}hP_1$. In (6) the pair must contain $z$. The pairs $\{z,i\}$ with $i\ne z$ each occur once, with $\eta\prod_{k\ne z,i}s_k=\tilde S/s_i$, so

$$\langle A|\hat g|B\rangle=\tilde S\sum_{i\ne z}\frac{I_{zi}}{s_i}=\tilde S\,G(P_1,W).$$

There is no factor $\tfrac12$, because no pair is counted twice.

*Two zeros.* Omitting one index cannot remove two zeros, so (4) and (5) vanish. In (6) only the pair $\{z_1,z_2\}$ survives, with $\eta\prod_{k\ne z_1,z_2}s_k=\tilde S$. The element is $\tilde S\,I_{z_1z_2}=\tilde S\,G(P_1,P_2)$.

*Three or more zeros.* At most two indices are omitted, at least one zero remains in every product, and all three elements vanish. $\square$

**Corollary ($k$-body operators).** Let $\hat o=\sum_{I}o(I)$ be a sum over all subsets $I$ of $k$ electrons, with $o$ symmetric in its arguments. In the term $o(I)$ every electron outside $I$ is a spectator, so only the $k!$ permutations within $I$ survive, and each carries the factor $\prod_{l\notin I}s_l$. If $m>k$, the set $I$ cannot contain all zero indices and the element vanishes. The constant $E_{\rm nuc}$ is the case $k=0$: it enters as $E_{\rm nuc}\langle A|B\rangle$ and contributes only for $m=0$.

*Remark on meaning.* A zero pair is an electron that has to be carried from $\tilde b_z$ to $\tilde a_z$ with no help from overlap. An operator that acts on $k$ electrons at a time can carry at most $k$ of them. The remaining electrons pass from $B$ to $A$ by overlap alone, at the price of the factor $\tilde S$.

*Remark on the one-zero Hamiltonian element.* Define the operator $F[W]$ by $\operatorname{tr}(F[W]X)=\operatorname{tr}hX+G(X,W)$ for all $X$. It is a Fock operator built from $W$ in place of a density. The row $m=1$ then reads

$$\langle A|\hat H|B\rangle=\tilde S\,\langle\tilde a_z|F[W]|\tilde b_z\rangle.\tag{11}$$

*Remark on the origin of a dipole.* A shift of origin replaces $z$ by $z-c$ and changes $\langle A|\sum_kz_k|B\rangle$ by $-cN\langle A|B\rangle$. For $m=1$ the element is independent of the origin; in the formula, $\operatorname{tr}P_1=\langle\tilde a_z|\tilde b_z\rangle=0$. For $m=0$ it depends on the origin, and an electronic transition dipole between two overlapping determinants has no meaning by itself. The same holds for the zero of energy: an $m=0$ element of $\hat H$ changes by $-E_0\langle A|B\rangle$ when energies are measured from $E_0$.

Parts (a) and (b) of the theorem are now proved: after pairing, the number $m$ of zero singular values decides which matrix elements survive. What remains is the meaning of $W$, the basis-function form, the cost bound of part (c), the limiting cases and small singular values, and then a worked example.
